# Triangular Flux-Closure Domains and Their Equilibrium Width in a Ferroelectric Plate, part 1

(Sections cited here and not found follow in the second part.)

## I. The closure pattern and its equilibrium width

**Theorem.** A ferroelectric plate of thickness $d$ has its polar axis along the plate normal. It is divided into stripes of width $w$, polarized alternately up and down with magnitude $P$, and the stripes are joined at both faces by uncharged triangular closure domains polarized in the plane. Let a wall between opposite stripes cost an energy $\sigma$ per area, and let the closure domains cost an energy $K$ per volume relative to the stripes. If the walls are counted at their full height $d$ and the additional energy of the inclined walls is neglected, the energy per plate area is

$$F(w)=\frac{\sigma d}{w}+\frac{Kw}{2}, \tag{1}$$

and its minimum lies at

$$w_*=\sqrt{\frac{2\sigma d}{K}},\qquad F_*=\sqrt{2\sigma Kd}, \tag{2}$$

provided that $d\ge 2\sigma/K$.

The assumptions are these.

1. The pattern is periodic along $x$ and unchanged along $y$. The normal is $z$, and the plate fills $0\le z\le d$.
2. Walls are flat and thin compared with $w$. The quantities $\sigma$ and $K$ are positive and do not depend on $w$.
3. The polarization has the same magnitude $P$ in every domain. There is no applied field and no free charge.
4. The closure domains cover both faces completely, and none of their boundaries carries bound charge.

The theorem finds the best width within this family of patterns. Whether another kind of pattern has a lower energy is a separate question, which is taken up for two competitors below. Atomic units are used in the algebra, so that the electric displacement is $\mathbf D=\mathbf E+4\pi\mathbf P$.

### Where the triangles must lie

Take a wall at $x=0$. The stripe on its left, $-w<x<0$, has $\mathbf P=P\hat{\mathbf z}$, and the stripe on its right, $0<x<w$, has $\mathbf P=-P\hat{\mathbf z}$. Without closure domains the upward stripe would end at the top face with bound charge $+P$ per area, and the downward stripe with $-P$. The flux of polarization arriving at the top on the left can instead be carried to the right and sent down again.

Half of each stripe is served by the wall on one of its sides, and half by the wall on the other. The closure domain at $x=0$ therefore has its base on the face between the two stripe centres, $-w/2<x<w/2$. Its apex lies on the wall, at a depth still to be found.

**Lemma 1.** Let the apex lie at depth $tw/2$ below the face, with $t>0$, and let the closure domain have $\mathbf P=P\hat{\mathbf x}$. Its two sides carry bound charges

$$q_{\rm left}=\frac{P(1-t)}{\sqrt{1+t^2}},\qquad q_{\rm right}=-\frac{P(1-t)}{\sqrt{1+t^2}} \tag{3}$$

per area. They vanish if and only if $t=1$, when the sides stand at 45 degrees to the face.

*Proof.* Bound charge has the density $-\nabla\cdot\mathbf P$. Integrating this over a thin box across a boundary, with unit normal $\mathbf n$ pointing from side 1 to side 2, gives the charge per area

$$q=(\mathbf P_1-\mathbf P_2)\cdot\mathbf n. \tag{4}$$

The left side runs from $(-w/2,\,d)$ to $(0,\,d-tw/2)$. Its direction is $(1,-t)$, so the unit normal pointing into the triangle is

$$\mathbf n=\frac{(t,1)}{\sqrt{1+t^2}},$$

because $(1,-t)\cdot(t,1)=t-t=0$. Side 1 is the upward stripe, with $\mathbf P_1\cdot\mathbf n=P/\sqrt{1+t^2}$. Side 2 is the closure domain, with $\mathbf P_2\cdot\mathbf n=Pt/\sqrt{1+t^2}$. Their difference is $q_{\rm left}$.

On the right side the normal pointing out of the triangle is $(t,-1)/\sqrt{1+t^2}$. Now side 1 is the closure domain, with normal component $Pt/\sqrt{1+t^2}$. Side 2 is the downward stripe, with $(-P)(-1)/\sqrt{1+t^2}=P/\sqrt{1+t^2}$. The difference is $P(t-1)/\sqrt{1+t^2}=q_{\rm right}$. Both charges contain the factor $1-t$ and no other factor that can vanish. $\square$

The triangle thus has base $w$ and height $w/2$. Its polarization must point from the upward to the downward stripe. If it were reversed, the term $Pt$ would change sign, and the left side would carry $P(1+t)/\sqrt{1+t^2}$, which is positive for every $t>0$.

At the bottom of the same wall the flux must return from the downward to the upward stripe, so the lower triangle has $\mathbf P=-P\hat{\mathbf x}$. It follows from the upper one by a half-turn about the point $(0,d/2)$, which leaves the whole pattern unchanged:

$$\mathbf P(x,z)=-\mathbf P(-x,\,d-z).$$

The minus sign appears because the half-turn reverses the components of $\mathbf P$ in the $xz$ plane as it carries them along. It turns the upward stripe on the left into a downward stripe on the right, and the upper domain along $+x$ into a lower domain along $-x$.

At the next wall, $x=w$, the upward and downward stripes have changed places, and every direction of circulation is reversed. Neighbouring triangles on one face meet at a stripe centre. Around the wall at $x=0$ the polarization runs up on the left, right at the top, down on the right and left at the bottom. This is a vortex with sharp corners, and its neighbours circulate in the opposite sense.

**Lemma 2.** For $t=1$ and $w\le d$ the pattern has no bound charge, and $\mathbf E=0$ everywhere.

*Proof.* The polarization is uniform inside each domain, so there is no volume charge. The inclined walls are uncharged by Lemma 1. On the vertical walls $\mathbf n=\hat{\mathbf x}$, and $\mathbf P\cdot\mathbf n=0$ on both sides. The faces are covered by closure domains, for which $\mathbf P\cdot\hat{\mathbf z}=0$. With no bound charge, free charge or applied field, $\mathbf E=0$ satisfies the electrostatic equations and the boundary conditions. The condition $w\le d$ ensures that the upper and lower triangles, each of height $w/2$, do not overlap. $\square$

### Counting the energy

**Lemma 3.** The closure domains cost $Kw/2$ per plate area and fill the fraction $w/(2d)$ of the plate.

*Proof.* One triangle has the area $\tfrac12\cdot w\cdot\tfrac w2=w^2/4$ in the $xz$ plane. There is one vertical wall in each width $w$, and it has two triangles, of total area $w^2/2$. Per length along $y$ their energy is $Kw^2/2$. Division by the width $w$ gives $Kw/2$. The fraction of the volume is $(w^2/2)/(wd)=w/(2d)$. $\square$

*Proof of the theorem.* A full-height wall costs $\sigma d$ per length along $y$, and there is one in each width $w$, which gives $\sigma d/w$. With Lemma 3 this is Eq. (1). To find the minimum, write the sum as a square plus a constant:

$$F(w)=\left(\sqrt{\frac{\sigma d}{w}}-\sqrt{\frac{Kw}{2}}\right)^2+2\sqrt{\frac{\sigma d}{w}\cdot\frac{Kw}{2}}. \tag{5}$$

The last term equals $2\sqrt{\sigma Kd/2}=\sqrt{2\sigma Kd}$ and does not contain $w$. The square is never negative, and it vanishes when

$$\frac{\sigma d}{w}=\frac{Kw}{2}\quad\Longrightarrow\quad w^2=\frac{2\sigma d}{K}.$$

There is one positive solution, so the minimum is unique. The geometry requires $w_*\le d$. Squaring gives $2\sigma d/K\le d^2$, hence $d\ge2\sigma/K$. $\square$

Walls favour wide stripes because fewer walls are then needed. Closure favours narrow stripes because the triangles grow in area as $w^2$ while their number falls as $1/w$. At the minimum the two costs are equal. The width grows as the square root of the thickness, so a plate four times as thick has stripes twice as wide, with $\sigma$ and $K$ held fixed.

**Remark 1: the width is softly determined.** Put $w=qw_*$. Each term of Eq. (1) equals $F_*/2$ at $q=1$; the first is divided by $q$ and the second multiplied by it. Therefore

$$\frac{F(qw_*)}{F_*}=\frac12\left(q+\frac1q\right). \tag{6}$$

A width 20 per cent above equilibrium raises the energy by only 1.7 per cent of $F_*$. Small additional influences that depend on $w$ can therefore shift the width noticeably.

### The neglected wall energy

**Proposition 1.** Let the inclined walls cost $\sigma_{90}$ per area, and let the vertical walls be counted at their true length. Then

$$F_{\rm all}(w)=\frac{\sigma d}{w}+\frac{Kw}{2}+2\sqrt2\,\sigma_{90}-\sigma. \tag{7}$$

The equilibrium width is still $w_*$.

*Proof.* The two triangles shorten the vertical wall by $2\cdot w/2=w$, so its length is $d-w$. One inclined side has the length

$$\sqrt{\left(\frac w2\right)^2+\left(\frac w2\right)^2}=\frac{w}{\sqrt2}.$$

There are four such sides in each width $w$, with total length $4w/\sqrt2=2\sqrt2\,w$. The wall energy per plate area is therefore

$$\frac{\sigma(d-w)+2\sqrt2\,w\,\sigma_{90}}{w}=\frac{\sigma d}{w}-\sigma+2\sqrt2\,\sigma_{90}.$$

The correction is independent of $w$, and its derivative is zero. $\square$

The neglect named in the theorem thus affects the energy but not the width. The constant still matters when closure is compared with another kind of pattern. It also matters near $d=2\sigma/K$, where $w_*$ approaches $d$ and hardly any vertical wall remains.

The counting was checked on a map of square pixels. In a rectangular cell between neighbouring stripe centres, each pixel was polarized parallel to the nearest edge of the cell, and areas and wall lengths were then counted. The plate was 240 pixels thick, the even widths from 8 to 200 pixels were tried, and $\sigma_{90}$ was $0.3\sigma$. For $\sigma/K=4.8$ pixels, Eq. (2) gives 48 pixels. The width of lowest counted energy agreed within two pixels, both with and without the correction in Eq. (7).

**Remark 2: corners.** Where walls meet, a real pattern has an energy per length that is not contained in $\sigma$ or $\sigma_{90}$. Let these lines contribute $\Lambda$ in total for each vertical wall. This adds $\Lambda/w$ to $F$, so $\sigma d$ is replaced by $\sigma d+\Lambda$ and

$$w^2=\frac{2(\sigma d+\Lambda)}{K}.$$

For $|\Lambda|\ll\sigma d$ the relative change of the width is $\Lambda/(2\sigma d)$. It falls as the plate becomes thicker.

**Remark 3: what the 45-degree condition assumes.** Lemma 1 finds the shape without charge. It does not show that this shape minimizes the energy when $t$ is free. For $t$ slightly below 1 the closure volume falls in proportion to $t$, while the charges are proportional to $1-t$ and their energy to $(1-t)^2$. Write that energy as $C(1-t)^2w$ per plate area, with $C>0$ independent of $w$ for $w\ll d$. If the wall energies and $K$ are held fixed and the small change in wall length is left aside, since it is independent of $w$ and shifts $t$ by an amount that vanishes for large $w$, the part proportional to $w$ is

$$w\left[\frac K2-\frac K2u+Cu^2\right],\qquad u=1-t.$$

Its derivative with respect to $u$ vanishes at $u=K/(4C)$, where the bracket is $K/2-K^2/(16C)$. The gain is linear in $u$ and the cost quadratic, so some charge is accepted. When $K\ll C$ the effect is small: $K$ is replaced by $K[1-K/(8C)]$, and the width still varies as $\sqrt d$. The theorem is the limit in which charge is too costly to be tolerated.

## II. The closure cost, competing states and a worked example

The first half considered a plate of thickness $d$ with stripes of width $w$ and polarization $\pm P$ along the normal $z$. Vertical walls cost $\sigma$ per area, inclined walls $\sigma_{90}$, and the closure triangles, of base $w$ and height $w/2$, cost $K$ per volume. The energy per plate area is $\sigma d/w+Kw/2$, apart from the constant $2\sqrt2\,\sigma_{90}-\sigma$. Its minimum lies at $w_*=\sqrt{2\sigma d/K}$, where the part without the constant is $F_*=\sqrt{2\sigma Kd}$. It remains to find where $K$ comes from and what competes with closure.

### The closure cost from misfit strain

Consider a tetragonal ferroelectric, such as lead titanate, whose crystal is longer along $\mathbf P$ than across it. Let $s\ll1$ be the relative difference. A closure domain polarized along $x$ would like to be longer along $x$ and shorter along $z$ than the stripes around it. Measured from the stripe lattice, its natural strain is, to first order in $s$,

$$\varepsilon^0_{xx}=s,\qquad \varepsilon^0_{zz}=-s,\qquad \varepsilon^0_{yy}=0. \tag{8}$$

**Proposition 2.** If the closure domain is forced to keep the stripe lattice, and the elasticity is linear and isotropic with shear modulus $\mu$, then

$$K=2\mu s^2. \tag{9}$$

*Proof.* The elastic strain $e_{ij}$ is the actual strain minus the natural strain. The actual strain is zero, so $e_{xx}=-s$ and $e_{zz}=s$. With $\lambda$ the second elastic constant of an isotropic solid, the energy density is

$$\frac\lambda2\,(e_{xx}+e_{yy}+e_{zz})^2+\mu\left(e_{xx}^2+e_{yy}^2+e_{zz}^2\right).$$

The trace is zero, and the remaining term is $\mu(s^2+s^2)$. $\square$

Complete clamping overstates the cost, because the crystal can deform around the triangles.

For uncharged closure triangles the equilibrium width is $w_*=\sqrt{2\sigma d/K}$, and complete clamping gives the closure cost $K=2\mu s^2$. It remains to find how far elastic relaxation lowers this cost, to compare closure with open stripes and with a film polarized in the plane, and to work through an example.
